# Fluorescence of an atomic monolayer above an X-ray mirror at grazing incidence: verification in Python

```python
# Result under test: an atom at height h above a non-absorbing X-ray mirror is
# excited I times as fast as in the incident beam alone, where
#   I = 4 cos^2(kc h x - arccos x) for x <= 1,   x = sin(theta)/sin(theta_c),
# so that I = 4 at h = 0 and x = 1 (field perpendicular to incidence plane).
# kc = k sin(theta_c); k = vacuum wavenumber; theta = glancing angle.
# Absorbing mirror: eps = 1 - sin(theta_c)^2 (1 - i b).
# Functions use lengths in units of 1/kc; the example uses nm.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.signal import find_peaks
from scipy.special import ndtr


def fresnel_excitation(x, height=0.0, b=0.0):
    """Derived formula, s polarization."""
    inside = np.sqrt(x * x - 1 + 1j * b)
    r = (x - inside) / (x + inside)
    return abs(1 + r * np.exp(2j * height * x)) ** 2


def integrated_excitation(x, height=0.0, b=1e-6, sheet=0.0, sin_c=None):
    """Integrate the wave equation upward from an arbitrary start deep in
    the mirror. sin_c=None: s polarization; otherwise p polarization."""
    depth = 15 / np.sqrt(x * x - 1 + 1j * b).imag
    if sin_c is None:
        generator = np.array([[0, 1], [1 - 1j * b - x * x, 0]], complex)
    else:
        k = 1 / sin_c
        kx2 = k * k - x * x
        eps = 1 - sin_c**2 * (1 - 1j * b)
        generator = np.array([[0, eps], [-(k * k - kx2 / eps), 0]], complex)
    state = expm(generator * depth) @ np.array([1, 0], complex)
    if sheet > 0:  # thin dense slab standing for the atomic layer
        thick = 1e-3
        slab = np.array([[0, 1], [sheet / thick - x * x, 0]], complex)
        state = expm(slab * thick) @ state
    vacuum = np.array([[0, 1], [-x * x, 0]], complex)
    field, slope = expm(vacuum * height) @ state
    incident = abs(field - slope / (1j * x)) / 2
    if sin_c is None:
        return abs(field / incident) ** 2
    return (kx2 * abs(field)**2 + abs(slope)**2) / (k * incident)**2


def graded_excitation(width, slices=600):
    """x = 1, no absorption, error-function interface; field at mean plane."""
    edges = np.linspace(-7 * width, 7 * width, slices + 1)
    step = edges[1] - edges[0]
    state = np.array([1.0, 0.0])
    for i in range(slices):
        if i == slices // 2:
            middle = state[0]
        density = ndtr(-(edges[i] + step / 2) / width)
        state = expm(np.array([[0, 1], [density - 1, 0]]) * step) @ state
    return 4 * middle**2 / (state[0]**2 + state[1]**2)


def maxima_positions(height):
    orders = range(int(np.floor(height / np.pi)) + 1)
    return [brentq(lambda x: height * x - np.arccos(x) - m * np.pi, 0, 1)
            for m in orders]


# --- both angular regimes, several heights
for height in (0.0, 1.3, 4.3):
    for x in (0.2, 0.5, 0.9, 1.1, 1.5, 3.0):
        numeric = integrated_excitation(x, height)
        if x < 1:
            formula = 4 * np.cos(height * x - np.arccos(x)) ** 2
        else:
            root = np.sqrt(x * x - 1)
            r = (x - root) / (x + root)
            formula = 1 + r * r + 2 * r * np.cos(2 * height * x)
        # tolerance: the integrated mirror has a residual absorption 1e-6
        assert abs(numeric - formula) < 5e-5
        assert abs(numeric - fresnel_excitation(x, height)) < 5e-5

# --- factor four at the critical angle, and its loss by absorption
assert abs(integrated_excitation(1.0, b=1e-8) - 4) < 1e-3
for b in (1e-4, 0.02, 0.3):
    assert abs(integrated_excitation(1.0, b=b)
               - 4 / (1 + np.sqrt(2 * b) + b)) < 1e-6
assert abs(integrated_excitation(1.0, 2.0, b=1e-8)
           - 4 * np.cos(2.0)**2) < 1e-3

# --- at zero height the largest value lies at x = 1, also with footprint 1/x
scan = np.linspace(0.1, 2.0, 191)
curve = np.array([integrated_excitation(x, b=1e-8) for x in scan])
assert abs(scan[np.argmax(curve)] - 1) < 1e-9
assert abs(scan[np.argmax(curve / scan)] - 1) < 1e-9
assert curve.max() < 4.0001

# --- number and positions of the full maxima below the critical angle
fine = np.linspace(0.002, 0.998, 1200)
for height in (2.5, 4.3, 9.0):
    curve = np.array([integrated_excitation(x, height) for x in fine])
    peaks, _ = find_peaks(curve, height=3.99)
    predicted = maxima_positions(height)
    assert len(peaks) == len(predicted)
    assert np.allclose(fine[peaks], predicted, atol=1.5e-3)  # grid step

# --- p polarization, with a large critical angle so that it matters
for sin_c in (0.2, 0.5):
    value = integrated_excitation(1.0, b=1e-8, sin_c=sin_c)
    assert abs(value - 4 * (1 - sin_c**2)) < 2e-3

# --- refraction by the layer itself (slab thickness sets the tolerance)
for g in (0.2, 0.5):
    assert abs(integrated_excitation(1.0, b=1e-8, sheet=g)
               - 4 / (1 + g * g)) < 5e-3

# --- graded interface, leading order in its width
for width in (0.03, 0.06):
    ratio = (graded_excitation(width) - 4) / (2 * width**2)
    assert abs(ratio - 1) < 0.05

# --- loss of interference by the size of a 1s core orbital (closure sum)
radial, radial_w = np.polynomial.laguerre.laggauss(30)
mu, mu_w = np.polynomial.legendre.leggauss(30)
qa = 0.05
distance = radial[:, None] / 2  # weight exp(-2 r/a)
weight = radial_w[:, None] * mu_w * distance**2 * (1 - mu**2)
overlap = np.sum(weight * np.cos(qa * distance * mu)) / np.sum(weight)
assert abs((1 - overlap) / (0.3 * qa**2) - 1) < 0.01

# --- worked example
energy_keV = 10.0
density = 1300.0           # effective electrons per nm^3, rough
attenuation_um = 50.0      # rough
gap_nm = 20.0
divergence_mrad = 0.1      # full width, flat
bandwidth = 1e-4           # full relative width, flat
interface_nm = 0.5
layer_electrons = 200.0    # per nm^2
core_radius_nm = 0.002
beam_height_um = 20.0

r_e = const.physical_constants['classical electron radius'][0] * 1e9
wavelength = const.h * const.c / (energy_keV * 1e3 * const.e) * 1e9
k = 2 * np.pi / wavelength
kc = np.sqrt(4 * np.pi * r_e * density)
plasma_k2 = density * 1e27 * const.e**2 / (
    const.epsilon_0 * const.m_e * const.c**2) * 1e-18
assert abs(plasma_k2 / kc**2 - 1) < 1e-6
sin_c = kc / k
theta_c = np.arcsin(sin_c)
b = k / (attenuation_um * 1e3 * kc**2)
phase = kc * gap_nm


def flat_average(full_width, absorption):
    n = 20000
    offset = ((np.arange(n) + 0.5) / n - 0.5) * full_width
    return np.mean(fresnel_excitation(1 + offset, 0.0, absorption))


def show(label, value, unit='', digits=5):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('photon energy', energy_keV, 'keV')
show('wavelength', wavelength, 'nm')
show('wavenumber k', k, '1/nm')
show('electron density (rough)', density, '1/nm^3')
show('classical electron radius', r_e, 'nm')
show('kc', kc, '1/nm')
show('critical angle', theta_c * 1e3, 'mrad', 4)
show('critical angle', np.degrees(theta_c), 'degree', 4)
show('fringe period at critical angle', np.pi / kc, 'nm', 4)
for x in (0.5, 1.0, 1.5, 3.0):
    print(f'ideal I at x={x}: h=0: {fresnel_excitation(x):.4f}, '
          f'h={gap_nm:g} nm: {fresnel_excitation(x, phase):.4f}')
show('kc*h for the gap', phase, 'rad', 4)
positions = maxima_positions(phase)
print('number of full maxima for the gap:', len(positions))
for m, x in enumerate(positions):
    angle = np.arcsin(x * sin_c) * 1e3
    print(f'maximum m={m}: x={x:.4f}, angle={angle:.3f} mrad, '
          f'ideal I={fresnel_excitation(x, phase):.4f}, '
          f'with absorption={fresnel_excitation(x, phase, b):.4f}')
show('attenuation length (rough)', attenuation_um, 'um')
show('absorption ratio b', b, '', 3)
show('I at h=0, critical angle, with absorption',
     fresnel_excitation(1.0, 0.0, b), '', 4)
best = minimize_scalar(lambda x: -fresnel_excitation(x, 0.0, b),
                       bounds=(0.7, 1.3), method='bounded')
show('largest I at h=0 with absorption', -best.fun, '', 4)
show('its position x', best.x, '', 4)
show('beam divergence, full width (rough)', divergence_mrad, 'mrad')
spread = divergence_mrad * 1e-3 / np.tan(theta_c)
show('I with divergence only', flat_average(spread, 0.0), '', 4)
show('I with divergence and absorption', flat_average(spread, b), '', 4)
show('relative bandwidth, full width (rough)', bandwidth)
show('I with bandwidth only', flat_average(bandwidth, 0.0), '', 4)
show('interface width sigma (rough)', interface_nm, 'nm')
show('I with graded interface only',
     graded_excitation(kc * interface_nm), '', 4)
g = 4 * np.pi * r_e * layer_electrons / kc
show('layer electrons per area (rough)', layer_electrons, '1/nm^2')
show('layer parameter g', g, '', 3)
show('I with layer refraction only', 4 / (1 + g * g), '', 5)
show('p polarization: 4 - I', 4 * sin_c**2, '', 3)
show('core orbital radius', core_radius_nm, 'nm')
show('relative interference loss by core size',
     0.3 * (2 * kc * core_radius_nm)**2, '', 2)
show('path difference for the gap at critical angle',
     2 * gap_nm * sin_c, 'nm', 3)
show('coherence length wavelength/bandwidth', wavelength / bandwidth,
     'nm', 3)
index = np.sqrt(1 - sin_c**2)
show('relative change of emission at normal exit, at most',
     2 * (1 - index) / (1 + index), '', 2)
show('beam height', beam_height_um, 'um')
show('footprint length at critical angle',
     beam_height_um * 1e-3 / sin_c, 'mm', 3)
print('verified')
```

Output:

```
photon energy: 10 keV
wavelength: 0.12398 nm
wavenumber k: 50.677 1/nm
electron density (rough): 1300 1/nm^3
classical electron radius: 2.8179e-06 nm
kc: 0.21456 1/nm
critical angle: 4.234 mrad
critical angle: 0.2426 degree
fringe period at critical angle: 14.64 nm
ideal I at x=0.5: h=0: 1.0000, h=20 nm: 0.8283
ideal I at x=1.0: h=0: 4.0000, h=20 nm: 0.6688
ideal I at x=1.5: h=0: 1.3131, h=20 nm: 1.2994
ideal I at x=3.0: h=0: 1.0597, h=20 nm: 1.0490
kc*h for the gap: 4.291 rad
number of full maxima for the gap: 2
maximum m=0: x=0.2960, angle=1.253 mrad, ideal I=4.0000, with absorption=3.9729
maximum m=1: x=0.8579, angle=3.632 mrad, ideal I=4.0000, with absorption=3.8571
attenuation length (rough): 50 um
absorption ratio b: 0.022
I at h=0, critical angle, with absorption: 3.247
largest I at h=0 with absorption: 3.461
its position x: 0.9775
beam divergence, full width (rough): 0.1 mrad
I with divergence only: 3.629
I with divergence and absorption: 3.223
relative bandwidth, full width (rough): 0.0001
I with bandwidth only: 3.974
interface width sigma (rough): 0.5 nm
I with graded interface only: 4.023
layer electrons per area (rough): 200 1/nm^2
layer parameter g: 0.033
I with layer refraction only: 3.9956
p polarization: 4 - I: 7.17e-05
core orbital radius: 0.002 nm
relative interference loss by core size: 2.2e-07
path difference for the gap at critical angle: 0.169 nm
coherence length wavelength/bandwidth: 1.24e+03 nm
relative change of emission at normal exit, at most: 9e-06
beam height: 20 um
footprint length at critical angle: 4.72 mm
verified
```
